# Shear Modulus c44 of Stillinger-Weber Silicon with Sublattice Relaxation

## Problem

The Stillinger-Weber potential gives the energy of a set of silicon atoms as a sum over pairs and a sum over bond angles,

$$
E_{\rm tot}=\sum_{i<j}\varepsilon f(r_{ij}/\sigma)+\sum_i\sum_{j<k}\varepsilon\lambda\,
e^{\beta/(r_{ij}/\sigma-c)+\beta/(r_{ik}/\sigma-c)}\left(\cos\theta_{jik}+\tfrac13\right)^2 ,
$$

$$
f(\rho)=A\,(B\rho^{-4}-1)\,e^{1/(\rho-c)} ,
$$

where a pair term vanishes when $r_{ij}$ exceeds $c\sigma$, and an angular term when $r_{ij}$ or $r_{ik}$ does; the distance $r_{jk}$ is not restricted. The parameters are $\varepsilon=2.1683$ eV, $\sigma=0.20951$ nm, $A=7.049556277$, $B=0.6022245584$, $c=1.8$, $\lambda=21$ and $\beta=1.2$.

(a) Find the static shear modulus $c_{44}$ of the diamond-structure crystal at zero stress.

(b) Someone states that relaxation of the two sublattices lowers $c_{44}$ from about 117 GPa to about 56 GPa. Can both numbers belong to one set of parameters?

(c) A region of a chip carries a shear stress of 0.2 GPa on the cube faces. Find the strain and the atomic displacements.

## A tempting solution

**Reference state.** With $w=1/(\rho-c)$ and $h=B\rho^{-4}-1$, we have $w'=-w^2$, so

$$
f'=Ae^{w}(h'-hw^2),\qquad f''=Ae^{w}\left[h''-2h'w^2+h(2w^3+w^4)\right].
$$

The root of $f'=0$, found numerically, is $\rho_0=1.12246$. The bond length is therefore $r_0=\rho_0\sigma=0.23517$ nm, the lattice constant is $a=4r_0/\sqrt3=0.5431$ nm, and the two-atom cell has volume $V=a^3/4=0.040047$ nm³. Second neighbours, at $a/\sqrt2=0.3840$ nm, lie outside the cutoff $c\sigma=0.3771$ nm, so each atom has four neighbours within range; second neighbours are coupled only through the angular term centred on the atom they share. All angles have $\cos\theta=-1/3$, and every angular term is zero.

Because the pair slope vanishes at $r_0$ and the angular term is a square, first-order changes of lengths and cosines give the energy to second order:

$$
E=\sum_{\rm bonds}\tfrac12k\,\delta r^2+\sum_{\rm angles}g\,(\delta\cos\theta)^2 .
$$

Here $E$ is the energy change per cell. At $\rho_0$ the curvature is $f''=20.879$, so $k=\varepsilon f''/\sigma^2=1031$ eV/nm². The angular prefactor is $g=\varepsilon\lambda e^{2\beta/(\rho_0-c)}=1.318$ eV.

**Homogeneous shear.** Take $\epsilon_{xy}=\epsilon_{yx}=\gamma/2$, where $\gamma$ is the engineering strain, and let every atom follow it. The bonds from an atom of sublattice A to its B neighbours are $\mathbf d_i=r_0\mathbf s_i/\sqrt3$, with

$$
\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),\quad \mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1).
$$

The change of length is the projection of $\boldsymbol\epsilon\mathbf d_i$ on the bond direction:

$$
\delta r_i=r_0\gamma\,\frac{s_{ix}s_{iy}}3=s_{iz}\frac{r_0\gamma}{3},
$$

since $s_xs_y=s_z$ for all four bonds. The four bonds of the cell store

$$
4\cdot\tfrac12k\left(\frac{r_0\gamma}{3}\right)^2=P\gamma^2,\qquad P=\frac{2kr_0^2}{9}=12.675\ \text{eV}.
$$

For the angles, differentiate $\cos\theta_{ij}=\mathbf d_i\cdot\mathbf d_j/(r_ir_j)$ and insert $\cos\theta=-1/3$:

$$
\delta\cos\theta_{ij}=\frac{\delta\mathbf d_i\cdot\mathbf d_j+\mathbf d_i\cdot\delta\mathbf d_j}{r_0^2}+\frac{\delta r_i+\delta r_j}{3r_0}.
$$

The first fraction equals $\gamma(s_{ix}s_{jy}+s_{iy}s_{jx})/3$. There are three cases.

- Pair (1,4), both with $s_z=+1$: $-\tfrac23\gamma+\tfrac29\gamma=-\tfrac49\gamma$.
- Pair (2,3), both with $s_z=-1$: $+\tfrac23\gamma-\tfrac29\gamma=+\tfrac49\gamma$.
- The four mixed pairs: the length changes cancel. One bond has $s_x=s_y$ and the other has $s_x=-s_y$, so the first fraction also vanishes.

A B atom sees the bonds $-\mathbf d_i$ and hence the same cosines. Two atoms with two changed angles each store

$$
2\cdot2\,g\left(\frac{4\gamma}{9}\right)^2=Q\gamma^2,\qquad Q=\frac{64g}{81}=1.0415\ \text{eV}.
$$

Equating $(P+Q)\gamma^2$ to the elastic energy $\tfrac12c_{44}\gamma^2V$, and using 1 eV/nm³ = 0.16022 GPa, gives

$$
c_{44}^{\rm cl}=\frac{2(P+Q)}{V}=\frac{2\times13.717}{0.040047}\ \text{eV/nm}^3=109.8\ \text{GPa}.
$$

## Where it fails

The arithmetic is right, but the strained configuration is not in equilibrium. An elastic constant at given strain requires the lowest energy with respect to all coordinates that the strain leaves free. A homogeneous strain fixes the cell, but not the position of sublattice B relative to A.

The bonds show the missing force. Bond $i$ pulls its B atom with the force $-k\,\delta r_i\,\mathbf s_i/\sqrt3$. Summed over the four bonds, the $z$ component is

$$
-\frac{k r_0\gamma}{3\sqrt3}\sum_i s_{iz}^2=-\frac{4kr_0\gamma}{3\sqrt3}.
$$

The stretched bonds pull B down and the compressed ones push it down. That all cells are equivalent does not cancel this force, because it is the same in every cell and is balanced by an opposite force on A. The calculation above describes a crystal whose sublattices are clamped, hence the label "cl".

## The correct solution

Let B shift by $\mathbf u$ relative to A. A half-turn about the $z$ axis through an atom leaves the strain unchanged but reverses $u_x$ and $u_y$. The harmonic energy therefore has no terms $\gamma u_x$ or $\gamma u_y$, and the shift is along $z$. Write it as

$$
u_z=-\zeta\gamma\frac a4=-\frac{\zeta\gamma r_0}{\sqrt3},
$$

where $\zeta$ is the Kleinman internal-strain parameter. Each bond vector gains $\mathbf u$, so its length gains $s_{iz}u_z/\sqrt3$:

$$
\delta r_i=s_{iz}\frac{r_0\gamma}{3}(1-\zeta).
$$

The first fraction in $\delta\cos\theta_{ij}$ gains $\mathbf u\cdot(\mathbf d_i+\mathbf d_j)/r_0^2=-\zeta\gamma(s_{iz}+s_{jz})/3$. For pair (1,4) this is $-\tfrac23\zeta\gamma$, and the new length changes add $-\tfrac29\zeta\gamma$. In total,

$$
\delta\cos\theta_{14}=-\tfrac49\gamma-\tfrac89\zeta\gamma=-\tfrac49\gamma(1+2\zeta).
$$

Pair (2,3) has the opposite sign, and the mixed pairs remain unchanged. The energy becomes

$$
\frac{E}{\gamma^2}=P(1-\zeta)^2+Q(1+2\zeta)^2 .
$$

Setting the derivative $-2P(1-\zeta)+4Q(1+2\zeta)$ to zero gives

$$
\zeta=\frac{P-2Q}{P+4Q}=\frac{12.675-2.083}{12.675+4.166}=0.629 .
$$

This is a minimum, since the second derivative $2P+8Q$ is positive. It follows that $1-\zeta=6Q/(P+4Q)$ and $1+2\zeta=3P/(P+4Q)$, so

$$
\frac{E}{\gamma^2}=\frac{36PQ^2+9P^2Q}{(P+4Q)^2}=\frac{9PQ}{P+4Q},
$$

$$
c_{44}=\frac{18PQ}{V(P+4Q)}=56.4\ \text{GPa}.
$$

This answers (a): relaxation removes 53.3 GPa from the clamped 109.8 GPa.

**Why the drop is so large.** Under a uniform dilation $e$ the angles stay fixed and each bond stretches by $r_0e$, so $E=2kr_0^2e^2=9Pe^2$. Equating this to $\tfrac12\mathcal B V(3e)^2$ gives the bulk modulus $\mathcal B=2P/V=101.4$ GPa. Hence $c_{44}^{\rm cl}=\mathcal B+2Q/V$, with an angular part of 8.3 GPa: the clamped crystal resists shear mainly through its stiff bonds. The relaxed result can be written as

$$
\frac1{c_{44}}=\frac{V}{18}\left(\frac1Q+\frac4P\right),
$$

in which the compliances of angles and bonds add, as for springs in series, and the soft angles dominate. The bonds hold $P/(P+Q)=92\,\%$ of the energy when clamped. After relaxation the ratio of bond to angle energy is $36PQ^2:9P^2Q=4Q:P$, a bond share of 25 %.

**Limits.** The reduction is

$$
c_{44}^{\rm cl}-c_{44}=\frac2V\,\frac{(P+Q)(P+4Q)-9PQ}{P+4Q}=\frac{2(P-2Q)^2}{V(P+4Q)} ,
$$

which is never negative.

- For $Q\to0$, $\zeta\to1$: the bonds keep their lengths and $c_{44}\to0$. Nearest-neighbour bonds alone do not resist this shear.
- For $P=2Q$ the pull of the bonds and the push of the angles balance, and relaxation does nothing. With the other parameters held fixed, $Q\propto\lambda$, and this happens at $\lambda=21P/(2Q)=128$.
- For $Q\gg P$, $\zeta\to-\tfrac12$: the angles are preserved and $c_{44}\to9P/(2V)$.

## Can 117 and 56 GPa belong together?

The ratio of the two moduli is

$$
\frac{c_{44}}{c_{44}^{\rm cl}}=\frac{9PQ}{(P+Q)(P+4Q)}=0.514 ,
$$

and it depends on $Q/P=0.0822$ alone. Both $P$ and $Q$ are $\varepsilon$ times a pure number, so a new choice of $\varepsilon$ or $\sigma$ leaves the ratio unchanged. The stated pair has the ratio $56/117=0.48$ and cannot come from one set with these dimensionless parameters. At fixed $\sigma$, a clamped value of 117 GPa needs $\varepsilon=2.311$ eV, and the relaxed value is then $0.514\times117=60$ GPa. With $\lambda=21$ the consistent pairs are 110 and 56 GPa, or 117 and 60 GPa. Obtaining 117 and 56 GPa together requires another $Q/P$. The ratio 0.48 is reached at $Q/P=0.074$, a slightly weaker angular term, and again at $Q/P=3.4$, far from the silicon parameters. At fixed $\sigma$ the first root needs $\varepsilon\approx2.33$ eV and, for example, $\lambda\approx18.9$ with the other parameters unchanged, or $\beta\approx1.235$ with $\lambda=21$.

## The stressed chip

For a shear stress of 0.2 GPa the strain is $\gamma=0.2/56.45=0.354\,\%$; the clamped modulus would give 0.182 %. The sublattice shift is

$$
u_z=-0.629\times0.003543\times\frac{543.1\ \text{pm}}4=-0.303\ \text{pm}.
$$

Each bond changes its length by $r_0\gamma(1-\zeta)/3=0.103$ pm, two bonds lengthening and two shortening (to first order in $\gamma$; second-order terms make these $+0.1035$ and $-0.1026$ pm). At the same strain, clamped sublattices would require 0.278 pm.

The harmonic treatment is adequate here. A quarter-turn about $z$ combined with inversion reverses $\gamma$, so the relaxed energy is even in $\gamma$, and the relative correction to the modulus starts at order $\gamma^2\approx10^{-5}$. In the static lattice the count of four neighbours per atom holds until second neighbours come within range. The strain shortens the $[1\bar10]$ direction by the factor $1-\gamma/2$, so this happens when $(a/\sqrt2)(1-\gamma/2)=c\sigma$, at $\gamma=3.6\,\%$. The exponential factors vanish with all their derivatives at the cutoff, so the energy does not change abruptly there.

Vibrations matter more than this nonlinearity. They can be included, in the quasi-harmonic approximation, by adding

$$
\sum\left[\tfrac12\hbar\omega+k_BT\ln\left(1-e^{-\hbar\omega/k_BT}\right)\right]
$$

to the static energy, with the sum over modes averaged over a $6\times6\times6$ grid of wave vectors. The frequencies follow from the same potential and depend on lattice constant, strain and shift. I minimised this free energy numerically over the lattice constant at 400 K, and then took its second derivatives in $\gamma$ and $u_z$ by finite differences, eliminating $u_z$ as before. The lattice constant rises by 0.20 % from its static value, and $c_{44}$ falls by 3.4 % to 54.5 GPa. More than half of this is zero-point motion: near 0 K the same free energy already gives $+0.13\,\%$ and $-1.9\,\%$ (55.4 GPa), so heating to 400 K accounts for about 1.5 % of the static modulus. At 400 K the same free energy raises $\zeta$ from 0.629 to about 0.638, so a stress of 0.2 GPa gives $\gamma=0.367\,\%$, $u_z\approx-0.318$ pm and a bond change of 0.104 pm. Anharmonicity beyond the dependence of the frequencies on strain and shift is left out. At 400 K vibrations carry about a fifth of the second-neighbour pairs just inside the cutoff, which the four-neighbour frequencies leave out. Their mean pair energy is only about $-3\times10^{-5}$ eV per cell, but it varies rapidly with strain. Averaged over the harmonic vibrations at the same lattice constant, the pair terms lower $c_{44}$ by about 0.22 GPa and the angular terms these pairs switch on raise it by about 0.08 GPa. The net shift of about $-0.14$ GPa makes the last digit of 54.5 GPa uncertain.

**Comparison with real silicon.** The lattice constant of the model is close to that of silicon, and 0.2 GPa is a rough size for the stress near a metal via. The modulus is a different matter: the measured $c_{44}$ is roughly 80 GPa, so the static model value is about 29 % too low relative to it. This error of the potential far exceeds the vibrational shift. With 80 GPa the strain in the example would be $0.2/80=0.25\,\%$ instead of 0.35 %. The measured $\zeta$ is also smaller, roughly 0.54 against 0.629, so in real silicon the sublattice shift would be about $-0.18$ pm instead of $-0.30$ pm, and the bond change about 0.09 pm instead of 0.10 pm. The clamped value lies about 37 % above the measured modulus, but the two are different quantities, and being closer to or further from experiment would not make it the modulus of this potential. The stiffness against the shift, $\partial^2E/\partial u_z^2=(2P+8Q)/(a/4)^2$, equals $\tfrac12M\omega_R^2$, with $M$ the atomic mass and $\omega_R$ the zone-centre optical frequency. The reduction is therefore $c_{44}^{\rm cl}-c_{44}=\tfrac12M\omega_R^2(\zeta a/4)^2/V$. The model has $\omega_R\approx595$ cm⁻¹, which gives 53.3 GPa. The measured values, roughly 520 cm⁻¹ and $\zeta\approx0.54$, give about 30 GPa, and hence a clamped modulus of real silicon near 110 GPa (106 to 115 GPa for $\zeta$ from 0.50 to 0.58). The clamped value of the model is thus about right, and the low $c_{44}$ comes mainly from too large a relaxation. Stress near a real via also has normal components and varies in space; the result applies to its $xy$ shear part, where that part is nearly uniform over many lattice constants. The other components can disturb it by far more than $\gamma^2$. Normal stresses change $\gamma$ at first order in their size. The $yz$ and $xz$ shears act mainly through their product, so one of them alone has almost no effect. In this potential, for true (Cauchy) stresses and $\gamma=2\epsilon_{xy}$, normal stresses of 0.2 GPa change $\gamma$ by up to about 0.16 % of its value, and equal $yz$ and $xz$ shears of 0.2 GPa change $\gamma$ by about 0.4 % and $u_z$ by about 0.8 %. Corrections this small depend on the measures chosen; other definitions of stress or strain move them by several tenths of a percent.
